# Effectiveness of first-order deposition in a porous sphere

## Dimensional form of the answer

A porous sphere of radius $R$ is surrounded by a precursor gas. The gas diffuses into the pores and deposits solid on their walls. Let $c$ be the amount of precursor per volume of pore space, and let its value at the outer surface be $c_s$. Two coefficients describe the interior: an effective diffusivity $D$, in $\mathrm{m^2/s}$, and a deposition rate constant $k$, in $\mathrm{s^{-1}}$. The deposition rate per total volume, solid plus pores, is $kc$.

If the whole interior were at $c_s$, the sphere would consume precursor at the rate $\tfrac43\pi R^3kc_s$. The actual rate $W$, in $\mathrm{mol/s}$, defines the effectiveness

$$\eta=\frac{W}{\tfrac43\pi R^3kc_s}.$$

This ratio is dimensionless, so it can depend only on dimensionless combinations of $R$, $D$, $k$ and $c_s$. The unit of amount occurs in $c_s$ alone, so $c_s$ cannot enter. The other three quantities form one independent combination, $kR^2/D$. Hence $\eta$ is a function of the Thiele modulus

$$\phi=R\sqrt{k/D}.$$

Its square compares the diffusion time with the reaction time, which scale as $R^2/D$ and $1/k$. The function itself must come from the diffusion balance.

## Assumptions and theorem

1. The sphere is isothermal and its pore structure is uniform, so $D$ and $k$ are constants.
2. Deposition is irreversible and of first order in $c$.
3. The precursor is dilute, so the net gas flow caused by deposition is neglected.
4. The concentration is nearly uniform across each pore.
5. The gas is quasi-steady: it adjusts much faster than the pores fill.
6. The concentration at the outer surface is $c_s$ everywhere.

The flux per total cross-section is $\mathbf J=-D\nabla c$.

**Theorem.** Under these assumptions,

$$\eta=\frac{3(\phi\coth\phi-1)}{\phi^2},\qquad \frac{c(r)}{c_s}=\frac{R}{r}\,\frac{\sinh(\phi r/R)}{\sinh\phi}.$$

Assumption 1 makes this a statement about the initial rate, or about any later instant at which the structure is still uniform. Lemmas 1 and 2 give conditions for assumptions 4 and 5.

## Lemma 1: wall deposition as a volume sink

**Lemma.** In a straight cylindrical pore of radius $a$, with gas diffusivity $D_p$ and surface rate constant $k_s$, let $\mathrm{Da}=k_sa/D_p\ll1$. The slowest-decaying axial profile then obeys, to leading order in $\mathrm{Da}$, $D_pc''=(2k_s/a)c$.

*Proof.* Let $\rho$ be the distance from the pore axis and $z$ the position along it. Steady diffusion requires $\nabla^2c=0$, and the flux into the wall equals the deposition rate: $-D_p\,\partial c/\partial\rho=k_sc$ at $\rho=a$. Try $c=J_0(q\rho/a)Z(z)$. The transverse part of the Laplacian gives $-(q^2/a^2)c$, so

$$Z''=\frac{q^2}{a^2}Z.$$

Since $J_0'=-J_1$, the wall condition becomes

$$D_p\frac qaJ_1(q)=k_sJ_0(q),\qquad\text{or}\qquad qJ_1(q)=\mathrm{Da}\,J_0(q).$$

The smallest positive root gives the slowest decay along $z$. For small $q$, $J_1\approx q/2-q^3/16$ and $J_0\approx1-q^2/4$, so

$$\frac{q^2}{2}\left(1-\frac{q^2}{8}\right)\approx\mathrm{Da}\left(1-\frac{q^2}{4}\right).$$

Dividing by the bracket on the left gives $q^2\approx2\mathrm{Da}(1-q^2/8)$. Inserting the leading value $q^2=2\mathrm{Da}$ on the right gives

$$q^2\approx2\mathrm{Da}\left(1-\frac{\mathrm{Da}}4\right).$$

The leading term yields $Z''=2k_s/(aD_p)\,Z$, as claimed. $\square$

For a sphere filled with such pores, let $L$ be the pore length per total volume. The porosity is $\varepsilon=\pi a^2L$ and the wall area per total volume is $2\pi aL=2\varepsilon/a$. Therefore

$$k=\frac{2\varepsilon k_s}{a},\qquad D=\frac{\varepsilon D_p}{\tau}.$$

The second relation defines the tortuosity factor $\tau$, which accounts for the orientation and winding of the pores. It is an input to this model.

## Lemma 2: when the gas is quasi-steady

Consider a shell between $r$ and $r+dr$. Its gas content is $4\pi r^2\varepsilon c\,dr$. The outward flow through radius $r$ is $-4\pi r^2D\,\partial c/\partial r$, so inflow minus outflow is the increase of $4\pi r^2D\,\partial c/\partial r$ across the shell. Subtracting deposition and dividing by $4\pi r^2dr$ gives

$$\varepsilon\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right)-kc.$$

**Lemma.** With the pore structure held fixed, spherically symmetric deviations from the steady profile decay with a longest relaxation time

$$t_g=\frac{\varepsilon}{k+\pi^2D/R^2}.$$

*Proof.* A deviation $w$ obeys the same linear equation, with $w=0$ at $r=R$. Put $w=v/r$. Then $r^2\partial_rw=r\,\partial_rv-v$, whose derivative is $r\,\partial_r^2v$. The balance becomes

$$\varepsilon\,\partial_tv=D\,\partial_r^2v-kv.$$

Finite $w$ at the centre requires $v(0)=0$, and $w(R)=0$ gives $v(R)=0$. The modes are $\sin(n\pi r/R)$, with decay rates $(k+n^2\pi^2D/R^2)/\varepsilon$. The smallest rate has $n=1$. $\square$

The steady equation may be used when $t_g$ is much shorter than the time in which the pores change.

## Proof of the theorem

The steady equation with a uniform surface value has one solution. Indeed, the difference $w$ of two solutions vanishes on the surface and satisfies $D\nabla^2w=kw$. Multiplying by $w$ and integrating by parts gives $\int(D|\nabla w|^2+kw^2)\,dV=0$, hence $w=0$. A rotated solution is again a solution, so the profile depends on $r$ alone.

Set $x=r/R$ and $y=c/c_s$. Multiplying the steady balance by $R^2/(Dc_s)$ gives

$$\frac1{x^2}\frac{d}{dx}\left(x^2\frac{dy}{dx}\right)=\phi^2y,\qquad y(1)=1.$$

Now put $y=u/x$. As in Lemma 2, the left side is $u''/x$. Since the right side is $\phi^2u/x$,

$$u''=\phi^2u,\qquad u=A\sinh\phi x+B\cosh\phi x.$$

At the centre $u=xy$ must vanish because $y$ is finite, so $B=0$. The surface condition $u(1)=1$ gives $A=1/\sinh\phi$. Thus

$$y(x)=\frac{\sinh\phi x}{x\sinh\phi},$$

which is the stated profile. Since $\sinh(\phi x)/x\to\phi$ as $x\to0$, the centre value is $y(0)=\phi/\sinh\phi$.

In the steady state all precursor entering through the surface is deposited. The outward flux is $-D\,dc/dr$, so the inward flow is positive when $c$ increases outward:

$$W=4\pi R^2D\left.\frac{dc}{dr}\right|_R=4\pi RDc_s\,y'(1).$$

From $y=u/x$, $y'(1)=u'(1)-u(1)=\phi\coth\phi-1$. Consequently

$$\eta=\frac{4\pi RDc_s(\phi\coth\phi-1)}{\tfrac43\pi R^3kc_s}
=\frac{3D}{kR^2}(\phi\coth\phi-1)=\frac{3(\phi\coth\phi-1)}{\phi^2}.\qquad\square$$

The volume integral gives the same rate. Dividing $\int kc\,dV$ by $\tfrac43\pi R^3kc_s$ yields

$$\eta=3\int_0^1x^2y\,dx=\frac3{\sinh\phi}\int_0^1x\sinh\phi x\,dx
=\frac3{\sinh\phi}\left[\frac{x\cosh\phi x}{\phi}-\frac{\sinh\phi x}{\phi^2}\right]_0^1.$$

The bracket is $\cosh\phi/\phi-\sinh\phi/\phi^2$, which reproduces the theorem.

## Mode sum and limits

**Proposition.** The effectiveness can also be written as

$$\eta=\sum_{n=1}^{\infty}\frac6{n^2\pi^2+\phi^2}.$$

*Proof.* Write $y=1-g$, where $g$ is the depletion and $g(1)=0$. The function $h=xg$ satisfies $h''-\phi^2h=-\phi^2x$ and vanishes at both ends. On $0\le x<1$,

$$x=\sum_n\beta_n\sin n\pi x,\qquad \beta_n=2\int_0^1x\sin n\pi x\,dx=\frac{2(-1)^{n+1}}{n\pi}.$$

Writing $h=\sum_nb_n\sin n\pi x$ and matching coefficients gives $b_n=\phi^2\beta_n/(n^2\pi^2+\phi^2)$. Therefore

$$\eta=1-3\int_0^1xh\,dx=1-\frac32\sum_nb_n\beta_n
=1-\sum_n\frac{6\phi^2}{n^2\pi^2(n^2\pi^2+\phi^2)}.$$

Since $\sum_n1/n^2=\pi^2/6$, the initial 1 equals $\sum_n6/(n^2\pi^2)$. Combining the two sums term by term gives the result. $\square$

Each term decreases as $\phi$ increases. Thus $\eta$ falls steadily from 1, and a prescribed effectiveness between 0 and 1 corresponds to one modulus.

**Weak diffusion limitation.** For $\phi<\pi$, each term can be expanded in powers of $\phi^2$. With $\sum n^{-4}=\pi^4/90$ and $\sum n^{-6}=\pi^6/945$,

$$\eta=1-\frac{\phi^2}{15}+\frac{2\phi^4}{315}-\cdots.$$

For $\phi\ll1$ deposition is nearly uniform, since the centre value is then $y(0)=\phi/\sinh\phi\approx1-\phi^2/6$.

**Strong diffusion limitation.** For large $\phi$, $\coth\phi=1+2e^{-2\phi}+\cdots$, so

$$\eta=\frac3\phi-\frac3{\phi^2}+O\!\left(\frac{e^{-2\phi}}\phi\right).$$

Near the surface the profile decays over the length $\sqrt{D/k}=R/\phi$. A flat layer with this decay length takes up the flux $Dc_s/\sqrt{D/k}=c_s\sqrt{kD}$. Multiplying by $4\pi R^2$ and dividing by $\tfrac43\pi R^3kc_s$ gives $3/\phi$. The next term, $-3/\phi^2$, is the curvature correction. At $\phi=10$ the two terms give $0.30-0.03=0.27$, so the flat-layer term alone is 11% too high.

**Convention.** A modulus may instead use volume divided by outer area, $R/3$. With $\Lambda=\phi/3$, substitution gives

$$\eta=\frac1\Lambda\left(\coth3\Lambda-\frac1{3\Lambda}\right),$$

which tends to $1/\Lambda$ at strong limitation. The physical result is unchanged, but $\Lambda$ must not be inserted in place of $\phi$ in the theorem.

## Response to reaction and diffusion

**Proposition.** At fixed $R$ and $c_s$, let $f=\phi\coth\phi-1$. Then

$$s\equiv\frac{\partial\ln W}{\partial\ln k}=\frac{\phi f'}{2f},\qquad
\frac{\partial\ln W}{\partial\ln D}=1-s,\qquad
f'=\coth\phi-\frac{\phi}{\sinh^2\phi}.$$

*Proof.* The theorem gives $W=4\pi RDc_sf(\phi)$, while $\ln\phi=\ln R+\tfrac12\ln k-\tfrac12\ln D$. Changing $k$ acts through $\phi$ alone and contributes $\tfrac12\,d\ln f/d\ln\phi=\phi f'/(2f)$. Changing $D$ contributes 1 from the prefactor and the opposite amount through $\phi$. $\square$

For small $\phi$, $f\approx\phi^2/3$ and $s\to1$: the reaction sets the rate. For large $\phi$, $f\approx\phi-1$ and $s\approx\phi/[2(\phi-1)]\to\tfrac12$: the rate varies as $\sqrt{kD}$.

Let $T$ be the temperature and $R_g$ the gas constant, and define an apparent activation energy for any quantity $X$ by $E_X=R_gT^2\,d\ln X/dT$. At fixed $c_s$,

$$E_W=sE_k+(1-s)E_D.$$

At fixed partial pressure $p$, the ideal-gas relation $c_s=p/(R_gT)$ adds $-R_gT$. A temperature series on a diffusion-limited sphere therefore does not measure $E_k$ alone.

## A worked sphere

Take round model parameters, not attached to a material: $R=1\ \mathrm{mm}$, $a=5\ \mathrm{\mu m}$, $\varepsilon=0.4$, $\tau=3$, $D_p=10^{-4}\ \mathrm{m^2/s}$ and $k_s=10^{-3}\ \mathrm{m/s}$. Then

$$D=\frac{0.4\times10^{-4}}3=1.33\times10^{-5}\ \mathrm{m^2/s},\qquad
k=\frac{2(0.4)(10^{-3})}{5\times10^{-6}}=160\ \mathrm{s^{-1}}.$$

Thus $\phi^2=160\times10^{-6}/(1.333\times10^{-5})=12.0$ and $\phi=3.464$. With $\coth\phi=1.00196$,

$$\eta=\frac{3(3.464\times1.00196-1)}{12.0}=0.618.$$

The sphere deposits at 62% of the rate it would have without internal depletion. The centre concentration is lower still, $0.217c_s$. The mean is higher because the concentration rises outward, and the outer shells, which contain most of the volume, weigh most in it. Inserting $\Lambda=1.155$ in place of $\phi$ would give 0.92, a serious misjudgement of the diffusion limitation.

A finite-volume solution of the diffusion balance and the mode sum both give 0.6177 at this modulus. The numerical output also compares the formula with the finite-volume solution from $\phi=0.3$ to $30$.

The rate exponent is $s=0.69$. A small fractional increase in $k$ therefore raises $W$ by 0.69 times that fraction, and the corresponding factor for $D$ is 0.31. To reach $\eta=0.90$ with the same pores, the modulus must be 1.322. Since $\sqrt{D/k}=0.2887\ \mathrm{mm}$, the largest permitted radius is $1.322\times0.2887=0.38\ \mathrm{mm}$.

The transverse number is $\mathrm{Da}=10^{-3}(5\times10^{-6})/10^{-4}=5\times10^{-5}$. The Bessel root differs from the volume-sink value of $q^2$ by a relative $-1.25\times10^{-5}$, in agreement with $-\mathrm{Da}/4$. Assumption 4 is well satisfied for these pores.

## What happens as the pores fill

Let $V_s$ be the solid volume formed per mole of precursor. The deposition flux $k_sc$ moves the pore wall inward at the speed $k_scV_s$. At the mouth $c=c_s$ stays fixed, so the mouth radius falls linearly and closes at

$$t_c=\frac a{k_sc_sV_s},$$

where $a$ is the initial radius.

At $T=1300\ \mathrm K$ and a precursor pressure of $1000\ \mathrm{Pa}$ at the surface, $c_s=p/(R_gT)=0.0925\ \mathrm{mol/m^3}$. The precursor is taken to be diluted in a carrier gas at a total pressure $p_{\mathrm{tot}}=10^5\ \mathrm{Pa}$, a mole fraction of 0.01, as assumption 3 requires. For a collision diameter $d=0.4\ \mathrm{nm}$ the mean free path $k_BT/(\sqrt2\pi d^2p_{\mathrm{tot}})$ is then about $0.25\ \mathrm{\mu m}$, well below the initial pore radius. It grows as $1/p_{\mathrm{tot}}$, so at a total pressure of $10^3\ \mathrm{Pa}$ it would exceed the pore radius, and $D_p$ would be set by wall collisions and depend on $a$. With $V_s=10^{-5}\ \mathrm{m^3/mol}$, the wall speed at the mouth is $9.25\times10^{-10}\ \mathrm{m/s}$, or $3.33\ \mathrm{\mu m/h}$. At the centre it is initially 0.217 times this, $0.72\ \mathrm{\mu m/h}$. The mouth would close after about 1.5 h. The gas relaxation time is

$$t_g=\frac{0.4}{160+\pi^2(1.333\times10^{-5})/10^{-6}}\ \mathrm s=1.37\ \mathrm{ms},$$

so the quasi-steady description is justified on the filling time scale.

Filling soon makes the structure non-uniform. If $a_0$ is the initial pore radius and $\tau$ stays fixed, $\varepsilon\propto a^2$ implies

$$D(r,t)=D_0\left(\frac{a}{a_0}\right)^2,\qquad k(r,t)=k_0\frac{a}{a_0},\qquad \frac{\partial a}{\partial t}=-k_sV_sc,$$

where $D_0$ and $k_0$ are the initial coefficients. The variable $D$ must remain inside the radial derivative, and the theorem no longer applies. The ratio $k/D$ grows as $1/a$, so narrowing hinders transport more than it reduces consumption.

A numerical solution of these equations to $t_c/2$ gives a mouth radius of $2.50\ \mathrm{\mu m}$ and a centre radius of $4.57\ \mathrm{\mu m}$. Keeping the initial centre rate would have given $5(1-0.5\times0.217)=4.46\ \mathrm{\mu m}$. The centre therefore lags even behind the initial-rate estimate. This calculation keeps $D_p$ constant and neglects the coating on the outside of the sphere. Constant $D_p$ fails once the pore radius is no longer large compared with the mean free path, and the interior profile then changes. As long as $c_s$ is held fixed, the closure time $t_c$ does not contain $D_p$, but it marks the sealing of the pore mouths while the interior is still open, not the end of filling throughout the sphere.

## External transport

The theorem uses the concentration at the surface, which may be lower than the concentration $c_b$ far away. Suppose an external film supplies the flux $h_m(c_b-c_s)$, with mass-transfer coefficient $h_m$. Neglecting deposition on the outer face of the sphere and equating the supply with the consumption in the pores,

$$4\pi R^2h_m(c_b-c_s)=\tfrac43\pi R^3\eta kc_s
\quad\Longrightarrow\quad \frac{c_b}{c_s}=1+\frac{\eta kR}{3h_m}.$$

An effectiveness $\eta_b$ referred to $c_b$ is $\eta c_s/c_b$, hence

$$\frac1{\eta_b}=\frac1\eta+\frac{kR}{3h_m}.$$

For stagnant gas of diffusivity $D_g$, the outer solution is $c=c_b-(c_b-c_s)R/r$. Its surface gradient gives $h_m=D_g/R$. If $D_g$ equals the chosen $D_p$, then $h_m=0.1\ \mathrm{m/s}$ and $c_b/c_s=1+0.618(160)(10^{-3})/(3\times0.1)=1.33$. The worked value $\eta=0.618$ remains correct relative to $c_s$, but in stagnant gas the remote concentration would have to be about one third higher to maintain that surface value. Identifying $c_s$ with $c_b$ requires $h_m\gg\eta kR/3$. The factor 1.33 refers to the initial structure. If $c_b$ rather than $c_s$ is held fixed, $c_s$ rises toward $c_b$ as the narrowing mouths reduce the uptake, and the closure time then depends on $D_p$ through that uptake.

## Numbers as computed

```
Sphere radius R = 1.000 mm
Initial pore radius a = 5.000 micrometre
Porosity = 0.40 (dimensionless)
Tortuosity factor = 3.00 (dimensionless)
Diffusivity in pore D_p = 1.000e-04 m^2/s
Surface rate constant k_s = 1.000e-03 m/s
Temperature = 1300.0 K
Precursor partial pressure = 1000.0 Pa
Total pressure = 1.000e+05 Pa
Precursor mole fraction = 0.0100
Solid volume per mole precursor = 1.000e-05 m^3/mol
Effective diffusivity D = 1.33333e-05 m^2/s
Pore surface per total volume = 1.6000e+05 1/m
Volumetric rate constant k = 160.0000 1/s
Penetration depth sqrt(D/k) = 0.28868 mm
Thiele modulus phi = 3.464102 (dimensionless)
coth(phi) = 1.001961 (dimensionless)
Effectiveness, formula = 0.617724 (dimensionless)
Effectiveness, finite volume = 0.617724
Effectiveness, mode sum = 0.617724
Largest profile difference = 2.20e-07 of c_s
Centre/surface concentration = 0.217073
Modulus based on R/3 = 1.154701 (dimensionless)
Wrong eta if R/3 modulus is used as phi = 0.921072
Surface concentration c_s = 0.092517 mol/m^3
Total precursor consumption = 3.83024e-08 mol/s
Wall growth at surface = 3.33062 micrometre/h
Initial wall growth at centre = 0.72299 micrometre/h
Pore-mouth closure time = 5404.40 s
Pore-mouth closure time = 1.5012 h
Gas relaxation time, formula = 1.37177 ms
Gas relaxation time, numerical = 1.37177 ms
Transverse pore number Da = 5.000e-05 (dimensionless)
Relative error of volume sink = -1.250e-05
Rate exponent for k = 0.692821 (dimensionless)
Rate exponent for D = 0.307179 (dimensionless)
Target effectiveness = 0.90 (dimensionless)
Modulus at target = 1.321999 (dimensionless)
Largest radius at target = 0.38163 mm
At half closure time: mouth radius = 2.5000 micrometre
At half closure time: centre radius = 4.5656 micrometre
Centre radius from initial rate = 4.4573 micrometre
Table (dimensionless): phi, eta formula, eta finite volume
0.3  0.994051  0.994051
1.0  0.939106  0.939106
3.0  0.671636  0.671636
10.0  0.270000  0.269999
30.0  0.096667  0.096664
```
